# Isotropic polarizability does not imply isotropic field response: the tetrahedral molecule

Let $\mathbf E$ be the static, uniform electric field acting on one molecule, that is, the local field and not the average field in a film. The nuclei are held fixed, and the electronic ground state is non-degenerate and follows the field smoothly. Its energy $W(\mathbf E)$ defines the dipole moment and its expansion, with repeated indices summed:

$$\mu_i=-\frac{\partial W}{\partial E_i}=\mu^{(0)}_i+\alpha_{ij}E_j+\tfrac12\beta_{ijk}E_jE_k+\tfrac16\gamma_{ijkl}E_jE_kE_l+\dots$$

Here $\alpha$ is the polarizability and $\beta$ the first hyperpolarizability. Both are derivatives of one function $W$, so they are symmetric in all their indices. The elementary charge is $e>0$. Energies are in eV, lengths in nm, fields in V/nm (1 V/nm = 10 MV/cm) and dipoles in $e\,$nm.

The molecule is tetrahedral: a central atom with four equal bonds along $[111]$, $[1\bar1\bar1]$, $[\bar11\bar1]$ and $[\bar1\bar11]$. The axes $x,y,z$ are its cubic axes, each of which bisects the angle between two bonds.

## The belief and its appeal

The belief is this: if $\alpha_{ij}=\alpha\delta_{ij}$, the molecule answers a field like a small sphere, with an induced dipole along the field and of the same size for every direction.

To first order this is correct. The linear dipole is $\alpha\mathbf E$ whatever the direction, and a local-field estimate of the electronic part of a permittivity needs only $\alpha$ and the number of molecules per volume. It is tempting to conclude that the molecule has no directions left to show. But a second-rank tensor is a coarse probe of shape. It can be isotropic for an object that is far from spherical, and the next tensor need not be.

## What the symmetry permits

A half-turn about $z$ maps $(x,y,z)$ to $(-x,-y,z)$ and leaves the molecule unchanged. A tensor component changes sign under it if the indices $x$ and $y$ together occur an odd number of times, and such a component must vanish. The half-turn about $x$ gives the same rule for $y$ and $z$.

For $\alpha$, the first rule removes $\alpha_{xz}$ and $\alpha_{yz}$, and the second removes $\alpha_{xy}$. A one-third turn about $[111]$ permutes the axes cyclically, so $\alpha_{xx}=\alpha_{yy}=\alpha_{zz}=\alpha$. For the permanent dipole, the two rules together remove all three components.

For $\beta$, let $n_x,n_y,n_z$ count the indices of each kind. Survival requires $n_x+n_y$ and $n_y+n_z$ to be even, so all three counts have the same parity. Their sum is 3, which is odd, so each count is odd, and each must equal 1. Only $\beta_{xyz}=\beta$ and its permutations remain. The other tetrahedral operations permute the axes and reverse an even number of them, so they leave the product $xyz$ unchanged and do not remove $\beta$. Inversion would remove it, but a tetrahedron has no inversion centre.

In the $x$ component of the quadratic dipole, two terms survive:

$$\mu_x^{(2)}=\tfrac12(\beta_{xyz}E_yE_z+\beta_{xzy}E_zE_y)=\beta E_yE_z .$$

The other components follow by cyclic permutation:

$$\boldsymbol\mu^{(2)}=\beta\,(E_yE_z,\;E_zE_x,\;E_xE_y),\qquad W=W_0-\tfrac12\alpha E^2-\beta E_xE_yE_z+O(E^4).$$

Three field directions show what this means.

- **Along a bond**, $\mathbf E=E(1,1,1)/\sqrt3$. Each product is $E^2/3$, so $\boldsymbol\mu^{(2)}=\beta E^2(1,1,1)/3$. This vector lies on the bond axis and has the signed length $\beta E^2/\sqrt3$.
- **Along a cubic axis**, $\mathbf E=E(0,0,1)$. Each product contains a zero, so $\boldsymbol\mu^{(2)}=0$.
- **Along $[110]$**, $\mathbf E=E(1,1,0)/\sqrt2$. Then $\boldsymbol\mu^{(2)}=(0,0,\beta E^2/2)$, at right angles to the field.

The third case shows that a vanishing quadratic dipole *along the field* is a weaker statement than a vanishing quadratic dipole.

The bond direction gives the largest quadratic dipole. With $a,b,c$ the squared direction cosines of the field, $|\boldsymbol\mu^{(2)}|^2=\beta^2E^4(ab+bc+ca)$. Since $(a+b+c)^2\ge3(ab+bc+ca)$ and $a+b+c=1$, the length is at most $|\beta|E^2/\sqrt3$, which the bond direction attains.

For the cubic axis a stronger result holds. If an operation $R$ leaves the molecule unchanged, then $\boldsymbol\mu(R\mathbf E)=R\boldsymbol\mu(\mathbf E)$. With $\mathbf E$ along $z$, the half-turn about $z$ leaves the field alone and reverses $\mu_x$ and $\mu_y$, so both vanish. The tetrahedron is also unchanged by a quarter-turn about $z$ followed by reflection in the $xy$ plane. This reverses $E_z$ and $\mu_z$ together, so $\mu_z(-E)=-\mu_z(E)$. Every even order therefore vanishes, not just the second.

## A mechanism for $\beta$

Symmetry permits $\beta$ but does not give its size. A simple model shows one way it can arise: one electron of mass $m$ and charge $-e$ in the potential

$$V=\tfrac12kr^2-g\,xyz+\frac{g^2}{27k}r^4,\qquad g>0 .$$

The cubic term lowers the energy along the four bonds and raises it in the opposite directions. The quartic term keeps the potential bounded below. Along a ray with direction cosines $n_i$, write $c=n_xn_yn_z$; then

$$\frac{dV}{dr}=r\left(k-3gc\,r+\frac{4g^2}{27k}r^2\right).$$

The bracket has the discriminant $9g^2c^2-16g^2/27$. Since $c^2\le1/27$, this is at most $-7g^2/27<0$. The bracket is always positive, and the well has a single minimum at the centre.

The field adds $e\mathbf E\cdot\mathbf r$ to the energy. Completing the square in the harmonic part gives

$$\tfrac12kr^2+e\mathbf E\cdot\mathbf r=\tfrac12k|\mathbf r-\mathbf d|^2-\frac{e^2E^2}{2k},\qquad \mathbf d=-\frac{e\mathbf E}{k}.$$

The harmonic ground state is thus a Gaussian displaced by $\mathbf d$. Comparing the energy shift with $-\alpha E^2/2$ gives $\alpha=e^2/k$. To first order in $g$, the quartic term does not contribute, and the cubic term adds its mean value. In the displaced Gaussian $x,y,z$ are independent with means $d_x,d_y,d_z$, so

$$-g\langle xyz\rangle=-g\,d_xd_yd_z=+\frac{e^3g}{k^3}E_xE_yE_z .$$

This must equal $-\beta E_xE_yE_z$. To lowest order in $g$, therefore,

$$\alpha=\frac{e^2}{k},\qquad \beta=-\frac{e^3g}{k^3}.$$

In this model the minus sign comes from the electron's charge together with the choice $g>0$, which makes the bond directions soft. Symmetry fixes neither the sign nor the size of $\beta$ for a real tetrahedral molecule. A field along $-[111]$ pushes the electron towards $+[111]$, into a soft bond direction, and the dipole is then larger than for the reversed field.

## The numbers

Take the round values $k=600$ eV/nm² and $g=500$ eV/nm³. They describe a model unit and no particular molecule. The formulas give

$$\alpha=\frac1{600}=1.667\times10^{-3}\ e\,\text{nm}^2/\text{V},\qquad \beta=-\frac{500}{600^3}=-2.315\times10^{-6}\ e\,\text{nm}^3/\text{V}^2 .$$

The setting is an interlayer dielectric under an applied field of 3 MV/cm with relative permittivity $\kappa=3$. The Lorentz estimate, which assumes surroundings that are random or cubic on average, gives a local field of $3\times(3+2)/3=5$ MV/cm, or 0.5 V/nm.

Diagonalizing the full model in this field, with the quartic term included, gives $\alpha=1.665\times10^{-3}\ e\,$nm²/V, which as a volume is 2.40 Å³. Half the sum of the dipoles for $\mathbf E$ and $-\mathbf E$ isolates the even response. For a $[110]$ field it is $-2.885\times10^{-7}\ e\,$nm along $z$. Dividing by $E^2/2=0.125$ V²/nm² gives $\beta=-2.308\times10^{-6}\ e\,$nm³/V², or $-11.5$ atomic units.

The magnitude from the formula is too large by 0.31% of the formula value. With $g$ halved the error is 0.077%, a quarter as much, as expected for a relative correction of order $g^2$.

The value of $\beta$ found from $[110]$ now predicts the bond response:

$$\frac{\beta E^2}{\sqrt3}=-\frac{2.308\times10^{-6}\times0.25}{1.732}=-3.331\times10^{-7}\ e\,\text{nm}.$$

The direct calculation with the field along the bond gives $-3.331\times10^{-7}\ e\,$nm. Along the cubic axis the even dipole is $5\times10^{-20}\ e\,$nm, which is rounding noise. The linear dipoles in these two directions are both $8.325\times10^{-4}\ e\,$nm. The linear response is blind to the direction, and the quadratic response is not.

Along the bond axis, the dipole has the size $8.3221\times10^{-4}\ e\,$nm for a field along $+[111]$ and $8.3288\times10^{-4}\ e\,$nm for the reverse. The quadratic part is $4.0\times10^{-4}$ of the linear one. This ratio is $|\beta|E/(\sqrt3\,\alpha)$, so it falls in proportion to the field.

A formal check at 100 MV/cm, far above any field the film could bear, gives an even dipole of $-1.33\times10^{-4}\ e\,$nm along the bond and again rounding noise along the cubic axis.

Removing $-gxyz$ while keeping the quadratic and quartic terms fixed makes the well symmetric under inversion, so $\beta=0$. Yet $\alpha$ becomes $1.662\times10^{-3}\ e\,$nm²/V, a change of only 0.2%. Two systems with nearly equal isotropic polarizabilities can thus differ in whether they have a quadratic response at all.

## Why a disordered film hides the effect

Let the molecules be oriented at random, with the field fixed in the laboratory. The mean quadratic dipole must lie along the field, since no other direction is singled out. Its component there is

$$\boldsymbol\mu^{(2)}\cdot\mathbf n=3\beta E^2n_xn_yn_z ,$$

where $\mathbf n$ is the field direction seen from the molecule. Opposite directions $\mathbf n$ and $-\mathbf n$ are equally likely and contribute opposite signs, so the mean is zero.

The mean square is not zero. For three independent Gaussian variables of unit variance, $\langle x^2y^2z^2\rangle=1$ and $\langle r^6\rangle=3\cdot5\cdot7=105$. Length and direction are independent, so $\langle n_x^2n_y^2n_z^2\rangle=1/105$. The root-mean-square component is $3|\beta|E^2/\sqrt{105}=1.69\times10^{-7}\ e\,$nm. An absent even response in the film is therefore no evidence that its molecules lack one.

The field itself hardly spoils the random average. Even for units free to turn, the orientation energy $|\beta|E^3/(3\sqrt3)$ is $1.7\times10^{-6}$ of the thermal energy at 378 K. The weak alignment gives the quadratic dipole a mean of $3\beta^2E^5/(105\,k_BT)=1.5\times10^{-13}\ e\,$nm, and this mean is odd in the field, so it adds no even response.

## The model beside a real dielectric

The permittivity, temperature and breakdown field used here are rough values for organosilicate films. The applied 3 MV/cm is half of a rough breakdown field of 6 MV/cm, which makes it a stress-test field and not a service field. Tunnelling out of the unit, absent from the oscillator well, is negligible here: with the free-electron mass, a rough 4 eV barrier gives a suppression exponent of 109 even if the local field is taken to act along the whole escape path. The exponent scales as the square root of the mass, so a tunnelling mass of half the electron mass gives 77. The weaker average field would give a larger exponent. Leakage through traps in the film is not covered by this estimate. Nuclear relaxation is left out. It changes the values of $\alpha$ and $\beta$, but if the relaxed zero-field structure is tetrahedral the same symmetry rules apply.

A real film need not contain perfect tetrahedral sites. A silicon atom bonded to both carbon and oxygen does not have four equal bonds. Suppose each bond, with unit vector $\mathbf b$, contributes $\tfrac12s(\mathbf b\cdot\mathbf E)^2\mathbf b$. For a cubic-axis field every $(\mathbf b\cdot\mathbf E)^2$ equals $E^2/3$, and four equal contributions cancel because the bond vectors sum to zero. If one strength becomes $s(1+\delta)$, a dipole of size $s\delta E^2/6$ remains. For four equal bonds and a field along one of them, that bond contributes $\tfrac12sE^2$. The other three have squared cosines of $1/9$ and vectors summing to $-\mathbf b$, so the total is $\tfrac12sE^2(1-\tfrac19)=\tfrac49sE^2$. The ratio is $3\delta/8$. For a cubic-axis field, a rough change of 50% in one bond thus gives a dipole of 0.19 times the size of the ideal bond response. It points along the changed bond, so its component along the field is smaller by a factor $\sqrt3$, or 0.11 times the ideal bond response.

Neighbours also produce static fields. A field $F_0$ along $z$ adds $\beta F_0E_y$ to $\mu_x$ and $\beta F_0E_x$ to $\mu_y$. The polarizabilities along $[110]$ and $[1\bar10]$ become $\alpha\pm\beta F_0$ to first order in $F_0$, and for a rough $F_0=1$ V/nm they differ by 0.28% of $\alpha$. Along $z$, expanding $\gamma(F_0+E)^3/6$, with $\gamma=\gamma_{zzzz}$, gives a constant, which is part of the static dipole, two terms odd in $E$, and the quadratic term $\gamma F_0E^2/2$. The model's own $\gamma$ is far too small for this estimate. A rough molecular value of $10^{-6}\ e\,$nm⁴/V³ gives $1.2\times10^{-7}\ e\,$nm, more than a third of the model's ideal bond response. This ratio sets a rough $\gamma$ against the model's $\beta$, so only its order of magnitude carries over to a real site. The zero on the cubic axis is thus a property of the undisturbed tetrahedral unit, and a site in a real film will generally depart from it.

Strain along a cubic axis acts differently. Stiffening the well by 1% along $z$ lowers the linear dipole on that axis by 0.99%, about 25 times the relative size of the quadratic effect. This change is odd in the field, so field reversal separates it from the quadratic part. The strained well also keeps the quarter-turn with reflection, so its even response along $z$ remains zero. A strain along $x$ breaks the quarter-turn but keeps the half-turn about $x$, which also reverses $E_z$ and $\mu_z$ together, so the zero survives. A strain along a bond leaves no operation of this kind and generally allows an even response along $z$. In the model this response is small. A 1% stiffening along $[111]$ gives a quadratic dipole along $z$ of about $5\times10^{-5}$ of the ideal bond response, second order in the strain, and components along $x$ and $y$ of 0.6% each, first order in the strain. It also creates a static dipole of about $8\times10^{-6}\ e\,$nm along each axis, which must be subtracted before the half-sum for $\pm\mathbf E$ is read as a quadratic response.

The remaining values are listed in the numerical output.

## Calculated quantities

```
stiffness k: 600 eV/nm^2
anharmonicity g: 500 eV/nm^3
quartic coefficient g^2/(27k): 15.43 eV/nm^4
oscillator quantum: 6.762 eV
applied field (rough): 3.0 MV/cm
relative permittivity (rough): 3.0
local field: 5.0 MV/cm = 0.50 V/nm
alpha, formula: 1.66667e-03 e nm^2/V
alpha, diagonalization: 1.66509e-03 e nm^2/V
alpha as a volume: 2.398 angstrom^3
alpha without xyz term: 1.66186e-03 e nm^2/V
beta, formula: -2.3148e-06 e nm^3/V^2
beta, diagonalization: -2.3076e-06 e nm^3/V^2
beta in atomic units: -11.53 a.u.
beta formula error at g: 0.310 % too large
beta formula error at g/2: 0.077 % too large
linear dipole, bond field: 8.32547e-04 e nm
linear dipole, cubic-axis field: 8.32546e-04 e nm
quadratic dipole, bond field: -3.3308e-07 e nm
quadratic/linear, bond field: -4.001e-04
dipole size, field +[111]: 8.322136e-04 e nm
dipole size, field -[111]: 8.328798e-04 e nm
even dipole, cubic axis (noise): 5e-20 e nm
quadratic z dipole, [110] field: -2.8845e-07 e nm
even dipole, bond, 100 MV/cm: -1.333e-04 e nm
same, cubic axis (noise): 3e-18 e nm
rms quadratic dipole along random field: 1.689e-07 e nm
basis shift of linear dipole: 1e-12 (relative)
basis shift of quadratic dipole: 1e-10 (relative)
gamma of the model: -2.83e-09 e nm^4/V^3
gamma of a small molecule (rough): 1e-06 e nm^4/V^3
cubic dipole from rough gamma: 2.1e-08 e nm
static internal field (rough): 1.0 V/nm
its even dipole on cubic axis: 1.2e-07 e nm
its splitting of alpha: 0.28 %
change of one bond (rough): 50 %
cubic-axis/bond quadratic dipole then: 0.187
axial stiffening (rough): 1 %
linear dipole change then: -0.99 %
temperature of use (rough): 378 K
thermal energy: 0.0326 eV
alignment energy/thermal energy: 1.7e-06
escape barrier (rough): 4.0 eV
tunnelling exponent: 109
breakdown field (rough): 6 MV/cm
applied/breakdown field: 0.50
```
